# Positivity of D, Q and G for the Müller and CHF functionals: a numerical check

```python
# Result under test: positivity of the D, Q and G matrices reconstructed by
# the Mueller and the corrected Hartree-Fock (CHF) functionals.
#   D[i,j,k,l] = <a+_i a+_j a_l a_k>   Q[i,j,k,l] = <a_i a_j a+_l a+_k>
#   G[i,j,k,l] = <a+_i a_j a+_l a_k>
# n: natural occupations, h = 1-n, g = sqrt(n h).
# Reconstruction: D = n_i n_j d_ik d_jl - w_ij d_il d_jk, with
#   Mueller w = sqrt(n_i n_j), CHF w = n_i n_j + g_i g_j, HF w = n_i n_j.
# Literal D and Q fail in the exchange-symmetric sector; G fails if w_ij > n_i.
# After antisymmetrisation D and Q are positive, but G can still fail.
import numpy as np
from itertools import combinations, permutations

rng = np.random.default_rng(17)


def matrix_root(matrix):
    values, vectors = np.linalg.eigh(matrix)
    return (vectors * np.sqrt(np.clip(values, 0, None))) @ vectors.T


def random_gamma(n):
    rotation = np.linalg.qr(rng.normal(size=(len(n), len(n))))[0]
    return (rotation * n) @ rotation.T


def reconstruct(gamma, name):
    if name == "Mueller":
        factors = [matrix_root(gamma)]
    elif name == "CHF":
        factors = [gamma, matrix_root(gamma - gamma @ gamma)]
    else:
        factors = [gamma]
    D = np.einsum("ik,jl->ijkl", gamma, gamma)
    for F in factors:
        D = D - np.einsum("il,jk->ijkl", F, F)
    return D


def q_from_d(gamma, D):
    one = np.eye(len(gamma))
    linear = (np.einsum("ik,jl->ijkl", one, one)
              - np.einsum("ik,jl->ijkl", one, gamma)
              - np.einsum("ik,jl->ijkl", gamma, one))
    return linear - linear.transpose(0, 1, 3, 2) + D.transpose(2, 3, 0, 1)


def g_from_d(gamma, D, crossed=False):
    one_body = np.einsum("jl,ik->ijkl", np.eye(len(gamma)), gamma)
    if crossed:
        return one_body - np.einsum("ilkj->ijkl", D)
    return one_body + np.einsum("iljk->ijkl", D)


def antisymmetrise(D):
    return 0.5 * (D - D.transpose(1, 0, 2, 3))


def spectrum(T):
    size = T.shape[0] ** 2
    matrix = T.reshape(size, size)
    assert np.allclose(matrix, matrix.T, atol=1e-10)
    return np.linalg.eigvalsh(matrix)


def exchange_weights(n, name):
    if name == "Mueller":
        return np.sqrt(np.outer(n, n))
    if name == "CHF":
        g = np.sqrt(n * (1 - n))
        return np.outer(n, n) + np.outer(g, g)
    return np.outer(n, n)


def all_matrices(gamma, name):
    D = reconstruct(gamma, name)
    DA = antisymmetrise(D)
    return {"D": D, "Q": q_from_d(gamma, D),
            "G labels kept": g_from_d(gamma, D),
            "G crossed": g_from_d(gamma, D, True),
            "D antisym": DA, "Q antisym": q_from_d(gamma, DA),
            "G antisym": g_from_d(gamma, DA)}


def predicted_spectra(n, name):
    m = len(n)
    w = exchange_weights(n, name)
    nn = np.outer(n, n)
    c = 0.5 * (nn + w)
    pairs = list(combinations(range(m), 2))
    ordered = list(permutations(range(m), 2))
    symmetric = [nn[p] - w[p] for p in pairs] + list(n**2 - np.diag(w))
    hole = [1 - n[i] - n[j] for i, j in pairs]
    crossed_block = np.diag(n * (1 - n)) + w
    anti_block = c - np.diag(np.diag(c)) + np.diag(n)
    null = [0.0] * (m * (m + 1) // 2)
    if name == "HF":
        # Here w_ii = n_i^2, so the diagonal sector is not of rank one.
        kept_diagonal = list(np.linalg.eigvalsh(nn + np.diag(n * (1 - n))))
    else:
        # Here w_ii = n_i, which leaves the rank-one matrix n_i n_k.
        kept_diagonal = [np.sum(n**2)] + [0.0] * (m - 1)
    result = {
        "D": symmetric + [nn[p] + w[p] for p in pairs],
        "Q": symmetric + [2 * e + nn[p] + w[p] for e, p in zip(hole, pairs)],
        "G labels kept": [n[i] - w[i, j] for i, j in ordered]
        + kept_diagonal,
        "G crossed": [n[i] * (1 - n[j]) for i, j in ordered]
        + list(np.linalg.eigvalsh(crossed_block)),
        "D antisym": null + [2 * c[p] for p in pairs],
        "Q antisym": null + [2 * (e + c[p]) for e, p in zip(hole, pairs)],
        "G antisym": [n[i] - c[i, j] for i, j in ordered]
        + list(np.linalg.eigvalsh(anti_block))}
    return {key: np.sort(value) for key, value in result.items()}


# Check the linear maps on a genuine three-fermion state in five orbitals.
m_fock = 5
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for p in range(m_fock):
    operator = np.eye(1)
    for q in range(m_fock):
        factor = parity if q < p else (lower if q == p else np.eye(2))
        operator = np.kron(operator, factor)
    annihilate.append(operator)
particle_number = np.diag(sum(a.T @ a for a in annihilate))
psi = rng.normal(size=2**m_fock) * (np.abs(particle_number - 3) < 1e-12)
psi /= np.linalg.norm(psi)
single = np.array([a @ psi for a in annihilate])
gamma_fock = single @ single.T
pair_out = np.array([[b @ a @ psi for b in annihilate] for a in annihilate])
pair_in = np.array([[b.T @ a.T @ psi for b in annihilate]
                    for a in annihilate])
moved = np.array([[b.T @ a @ psi for b in annihilate] for a in annihilate])
D_fock, Q_fock, G_fock = [np.einsum("ijx,klx->ijkl", v, v)
                          for v in (pair_out, pair_in, moved)]
assert np.allclose(Q_fock, q_from_d(gamma_fock, D_fock), atol=1e-12)
assert np.allclose(G_fock, g_from_d(gamma_fock, D_fock), atol=1e-12)
assert np.allclose(G_fock, g_from_d(gamma_fock, D_fock, True), atol=1e-12)

# Worked example: tensors are built and diagonalised in a rotated basis.
n = np.array([0.9, 0.6, 0.4, 0.1])
h = 1 - n
N = n.sum()
gamma = random_gamma(n)
natural_values, natural_vectors = np.linalg.eigh(gamma)
print("all printed quantities are dimensionless")
print("occupations:", " ".join(f"{x:.2f}" for x in n), f" N = {N:.2f}")
print("D and Q values for ii:", " ".join(f"{-x:.4f}" for x in n * h))
for name in ("Mueller", "CHF"):
    w = exchange_weights(n, name)
    tensors = all_matrices(gamma, name)
    formulas = predicted_spectra(n, name)
    for label, tensor in tensors.items():
        eigenvalues = spectrum(tensor)
        assert np.allclose(eigenvalues, formulas[label], atol=1e-10), label
        # Adding zero after rounding removes the sign of a rounded zero.
        print(f"{name} {label}: min {round(eigenvalues[0], 5) + 0.0:.5f},",
              f"negative {np.sum(eigenvalues < -1e-9)} of {len(eigenvalues)}")
    contraction = np.einsum("ijkj->ik", tensors["D"])
    assert np.allclose(contraction, (N - 1) * gamma, atol=1e-10)
    # Variance of a real Hermitian one-body operator from literal G.
    V = rng.normal(size=gamma.shape)
    V = V + V.T
    variance = (np.einsum("ij,ijkl,kl", V, tensors["G labels kept"], V)
                - np.trace(gamma @ V)**2)
    V_natural = natural_vectors.T @ V @ natural_vectors
    x = natural_values
    if name == "Mueller":
        amplitude = np.sqrt(x)[:, None] - np.sqrt(x)[None, :]
    else:
        amplitude = np.sqrt(np.outer(x, 1 - x)) - np.sqrt(np.outer(1 - x, x))
    assert np.isclose(variance, 0.5 * np.sum((amplitude * V_natural)**2),
                      atol=1e-9)
    excess = np.einsum("ijij", tensors["D antisym"]) - N * (N - 1)
    if name == "Mueller":
        predicted = 0.5 * (np.sqrt(n).sum()**2 - N**2 + np.sum(n * h))
    else:
        predicted = 0.5 * (np.sqrt(n * h).sum()**2 + np.sum(n * h))
    assert np.isclose(excess, predicted, atol=1e-10)
    print(f"{name} antisym trace excess: {excess:.5f}")
    for i, j in combinations(range(len(n)), 2):
        nn = n[i] * n[j]
        c = 0.5 * (nn + w[i, j])
        print(f"{name} {n[i]:.1f}/{n[j]:.1f}: w {w[i, j]:.4f}",
              f"Dsym {nn - w[i, j]:.4f} Danti {2 * c:.4f}",
              f"Qanti {2 * (1 - n[i] - n[j] + c):.4f}")
        print(f"  smaller-n G: labels kept {n[j] - w[i, j]:.4f},",
              f"antisym {n[j] - c:.4f}")

# Ordinary HF reconstruction as a control.
hf = all_matrices(gamma, "HF")
hf_formulas = predicted_spectra(n, "HF")
for label, tensor in hf.items():
    values = spectrum(tensor)
    assert np.allclose(values, hf_formulas[label], atol=1e-10), label
    assert values[0] > -1e-10
hf_excess = np.einsum("ijij", hf["D"]) - N * (N - 1)
assert np.isclose(hf_excess, np.sum(n * h), atol=1e-10)
print(f"HF trace excess: {hf_excess:.5f}")

# Scan the violation criteria, including occupations pinned to zero or one.
# Roundoff of order 1e-16 in a pinned value becomes 1e-8 under a square root.
scan_tolerance = 1e-6
samples = [np.array([1.0, 1.0, 0.0]), np.array([1.0, 0.4, 0.0])]
for _ in range(300):
    occupation = rng.uniform(0.05, 0.95, 3)
    pinned = rng.random(3) < 0.2
    occupation[pinned] = rng.integers(0, 2, pinned.sum())
    samples.append(occupation)
violations = {"Mueller": 0, "CHF": 0}
for occupation in samples:
    test_gamma = random_gamma(occupation)
    fractional = np.any((occupation > 0) & (occupation < 1))
    for name in violations:
        minimum = {label: spectrum(tensor)[0] for label, tensor
                   in all_matrices(test_gamma, name).items()}
        literal_fails = antisym_fails = False
        for a, b in permutations(occupation, 2):
            if name == "Mueller":
                literal_fails |= 0 < a < b
                antisym_fails |= a > 0 and np.sqrt(a) < np.sqrt(b) / (2 - b)
            else:
                literal_fails |= 0 < a < b < 1
                antisym_fails |= (a > 0 and b < 1
                                  and a * (1 - b) < 0.25 * (1 - a) * b)
        # For a=b=1 the Mueller boundary is an equality, not a violation.
        assert (minimum["D"] < -scan_tolerance) == fractional
        assert (minimum["Q"] < -scan_tolerance) == fractional
        assert (minimum["G labels kept"] < -scan_tolerance) == literal_fails
        assert minimum["G crossed"] > -scan_tolerance
        assert minimum["D antisym"] > -scan_tolerance
        assert minimum["Q antisym"] > -scan_tolerance
        assert (minimum["G antisym"] < -scan_tolerance) == antisym_fails
        violations[name] += int(antisym_fails)
for name, count in violations.items():
    assert 0 < count < len(samples)
    print(f"{name} antisym G fails in {count} of {len(samples)} samples")

print("all tests passed")
```

It prints:

```
all printed quantities are dimensionless
occupations: 0.90 0.60 0.40 0.10  N = 2.00
D and Q values for ii: -0.0900 -0.2400 -0.2400 -0.0900
Mueller D: min -0.24990, negative 10 of 16
Mueller Q: min -0.24990, negative 10 of 16
Mueller G labels kept: min -0.20000, negative 6 of 16
Mueller G crossed: min 0.01000, negative 0 of 16
Mueller D antisym: min 0.00000, negative 0 of 16
Mueller Q antisym: min 0.00000, negative 0 of 16
Mueller G antisym: min -0.09500, negative 5 of 16
Mueller antisym trace excess: 1.89969
Mueller 0.9/0.6: w 0.7348 Dsym -0.1948 Danti 1.2748 Qanti 0.2748
  smaller-n G: labels kept -0.1348, antisym -0.0374
Mueller 0.9/0.4: w 0.6000 Dsym -0.2400 Danti 0.9600 Qanti 0.3600
  smaller-n G: labels kept -0.2000, antisym -0.0800
Mueller 0.9/0.1: w 0.3000 Dsym -0.2100 Danti 0.3900 Qanti 0.3900
  smaller-n G: labels kept -0.2000, antisym -0.0950
Mueller 0.6/0.4: w 0.4899 Dsym -0.2499 Danti 0.7299 Qanti 0.7299
  smaller-n G: labels kept -0.0899, antisym 0.0351
Mueller 0.6/0.1: w 0.2449 Dsym -0.1849 Danti 0.3049 Qanti 0.9049
  smaller-n G: labels kept -0.1449, antisym -0.0525
Mueller 0.4/0.1: w 0.2000 Dsym -0.1600 Danti 0.2400 Qanti 1.2400
  smaller-n G: labels kept -0.1000, antisym -0.0200
CHF D: min -0.24000, negative 10 of 16
CHF Q: min -0.24000, negative 10 of 16
CHF G labels kept: min -0.10697, negative 6 of 16
CHF G crossed: min 0.01000, negative 0 of 16
CHF D antisym: min 0.00000, negative 0 of 16
CHF Q antisym: min 0.00000, negative 0 of 16
CHF G antisym: min -0.03500, negative 5 of 16
CHF antisym trace excess: 1.57788
CHF 0.9/0.6: w 0.6870 Dsym -0.1470 Danti 1.2270 Qanti 0.2270
  smaller-n G: labels kept -0.0870, antisym -0.0135
CHF 0.9/0.4: w 0.5070 Dsym -0.1470 Danti 0.8670 Qanti 0.2670
  smaller-n G: labels kept -0.1070, antisym -0.0335
CHF 0.9/0.1: w 0.1800 Dsym -0.0900 Danti 0.2700 Qanti 0.2700
  smaller-n G: labels kept -0.0800, antisym -0.0350
CHF 0.6/0.4: w 0.4800 Dsym -0.2400 Danti 0.7200 Qanti 0.7200
  smaller-n G: labels kept -0.0800, antisym 0.0400
CHF 0.6/0.1: w 0.2070 Dsym -0.1470 Danti 0.2670 Qanti 0.8670
  smaller-n G: labels kept -0.1070, antisym -0.0335
CHF 0.4/0.1: w 0.1870 Dsym -0.1470 Danti 0.2270 Qanti 1.2270
  smaller-n G: labels kept -0.0870, antisym -0.0135
HF trace excess: 0.66000
Mueller antisym G fails in 241 of 302 samples
CHF antisym G fails in 178 of 302 samples
all tests passed
```
